# Exponential Convergence of Single-Band Fourier Interpolation in a Gapped Dimerized Chain: verification in Python

```python
"""Fourier interpolation of one band of a gapped dimerized chain.

Result under test: for hoppings t1, t2 and N coarse k-points, the maximum
error of the interpolated band decays as r**(N/2) times a power of N, where
r = smaller/larger hopping magnitude. Thus the rate is |ln r| per unit of the
largest retained lattice vector M = N//2, but |ln r|/2 per k-point.
The grid mean of the band converges at the full rate |ln r| per k-point.

k: dimensionless wave number, period 2 pi; energies in eV.
c_R: Fourier coefficient of the upper band at lattice vector R.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

FINE = 2 * np.pi * np.arange(4000) / 4000
DENSE = 2 * np.pi * np.arange(4096) / 4096


def grid(n):
    return 2 * np.pi * np.arange(n) / n


def off_diagonal(k, t1, t2, t3=0.0):
    return (t1 + t2 * np.exp(-1j * k)
            + t3 * (np.exp(1j * k) + np.exp(-2j * k)))


def upper_band(k, t1, t2, t3=0.0, t_same=0.0, overlap=0.0):
    """Upper eigenvalue; overlap is orbital overlap divided by hopping."""
    f = off_diagonal(k, t1, t2, t3)
    h = np.zeros((len(k), 2, 2), complex)
    h[:, 0, 1], h[:, 1, 0] = -f, -f.conj()
    h[:, 0, 0] = h[:, 1, 1] = 2 * t_same * np.cos(k)
    if overlap == 0.0:
        return np.linalg.eigvalsh(h)[:, 1]
    s = np.zeros_like(h)
    s[:, 0, 0] = s[:, 1, 1] = 1
    s[:, 0, 1], s[:, 1, 0] = overlap * f, overlap * f.conj()
    return np.linalg.eigvals(np.linalg.solve(s, h)).real.max(axis=1)


def band_slope(k, t1, t2):
    """dE/dk from the eigenvector expectation value of dH/dk."""
    f = off_diagonal(k, t1, t2)
    h = np.zeros((len(k), 2, 2), complex)
    h[:, 0, 1], h[:, 1, 0] = -f, -f.conj()
    df = -1j * t2 * np.exp(-1j * k)
    dh = np.zeros_like(h)
    dh[:, 0, 1], dh[:, 1, 0] = -df, -df.conj()
    u = np.linalg.eigh(h)[1][:, :, 1]
    return np.einsum("ki,kij,kj->k", u.conj(), dh, u).real


def interpolate(samples, k, derivative=False):
    """Trigonometric interpolation, Nyquist term split for even N."""
    n = len(samples)
    m = n // 2
    lattice = np.arange(-m, m + 1)
    coef = np.exp(-1j * np.outer(lattice, grid(n))) @ samples / n
    if n % 2 == 0:
        coef[0] *= 0.5
        coef[-1] *= 0.5
    if derivative:
        coef = 1j * lattice * coef
    return np.exp(1j * np.outer(k, lattice)) @ coef


def binomial_coefficients(count):
    b = np.ones(count)
    for n in range(1, count):
        b[n] = b[n - 1] * (1.5 - n) / n
    return b


B = binomial_coefficients(802)


def series_coefficients(t1, t2):
    """c_R, R = 0..400, for positive hoppings from the binomial product."""
    big = max(abs(t1), abs(t2))
    r = min(abs(t1), abs(t2)) / big
    n = np.arange(401)
    return np.array([big * np.sum(B[n] * B[n + R] * r ** (2.0 * n + R))
                     for R in range(401)])


def fitted_rate(band):
    """Decay rate of c_R between R=30 and 60, after removing R**(-3/2)."""
    c = np.abs(np.fft.fft(band)) / len(band)
    return np.log(c[30] * 30**1.5 / (c[60] * 60**1.5)) / 30


def max_error(n, **model):
    p = interpolate(upper_band(grid(n), **model), FINE).real
    return np.max(np.abs(p - upper_band(FINE, **model)))


# Fourier coefficients and two-sided error bounds for several chains
for t1, t2 in [(2.9, 2.2), (2.2, 2.9), (1.0, 0.5), (1.0, -0.6)]:
    c = series_coefficients(t1, t2)
    big = max(abs(t1), abs(t2))
    r = min(abs(t1), abs(t2)) / big
    numeric = np.fft.fft(upper_band(DENSE, t1, t2)).real / len(DENSE)
    R = np.arange(1, 31)
    sign = (-1.0) ** R if t1 * t2 < 0 else 1.0
    assert np.allclose(numeric[R], sign * c[R], rtol=0, atol=1e-13)
    assert abs(numeric[0] - c[0]) < 1e-13
    size = np.abs(numeric[R]) / big
    envelope = np.abs(B[R]) * r**R
    assert np.all(size <= envelope + 1e-13)
    assert np.all(size >= np.sqrt(1 - r * r) * envelope - 1e-13)
    if t1 * t2 > 0:
        assert np.all(numeric[R[:15]] * (-1.0) ** (R[:15] - 1) > 0)
    exact, slope = upper_band(FINE, t1, t2), band_slope(FINE, t1, t2)
    for n in (6, 10, 11, 20, 21, 40, 41):
        m = n // 2
        samples = upper_band(grid(n), t1, t2)
        err = np.max(np.abs(interpolate(samples, FINE).real - exact))
        derr = np.max(np.abs(interpolate(samples, FINE, True).real - slope))
        tail = np.abs(c[m + 1:])
        assert abs(c[m + 1]) - 1e-12 <= err <= 4 * tail.sum() + 1e-12
        dtail = 4 * np.sum(np.arange(m + 1, 401) * tail)
        assert (m + 1) * abs(c[m + 1]) - 1e-12 <= derr <= dtail + 1e-12

# Worked example: rough values in the regime of trans-polyacetylene
t1, t2, cell_nm = 2.9, 2.2, 0.25
big, small = max(t1, t2), min(t1, t2)
r = small / big
log_ratio = abs(np.log(t1 / t2))
c = series_coefficients(t1, t2)
exact, slope = upper_band(FINE, t1, t2), band_slope(FINE, t1, t2)
to_velocity = cell_nm * 1e-9 * const.e / const.hbar
gap = 2 * exact.min()
assert abs(gap - 2 * abs(t1 - t2)) < 1e-12
assert abs(np.max(np.abs(slope)) - small) < 1e-4 * small
print(f"hoppings t1, t2 = {t1}, {t2} eV; cell = {cell_nm} nm")
print(f"ratio r = {r:.5f}; gap = {gap:.3f} eV")
print(f"|ln(t1/t2)| = {log_ratio:.5f}; half of it = {log_ratio/2:.5f}")
print(f"largest velocity = {np.max(np.abs(slope))*to_velocity:.4e} m/s")
for R in (1, 2, 5, 10, 20):
    print(f"c_{R} = {1e3*c[R]:.6g} meV")

print("N, M, lower bound, max error, upper bound (meV), velocity error (m/s)")
for n in (11, 21, 41, 81):
    m = n // 2
    samples = upper_band(grid(n), t1, t2)
    diff = interpolate(samples, FINE).real - exact
    err = np.max(np.abs(diff))
    derr = np.max(np.abs(interpolate(samples, FINE, True).real - slope))
    if n >= 21:
        assert np.argmax(np.abs(diff)) == len(FINE) // 2
    assert diff[len(FINE) // 2] > 0
    low, high = abs(c[m + 1]), 4 * np.abs(c[m + 1:]).sum()
    print(f"{n}, {m}, {1e3*low:.4g}, {1e3*err:.4g}, {1e3*high:.4g}, "
          f"{derr*to_velocity:.4g}")
edge_even = interpolate(upper_band(grid(20), t1, t2), np.array([np.pi])).real
assert abs(edge_even[0] - gap / 2) < 1e-12

n = 3
while max_error(n, t1=t1, t2=t2) >= 1e-3:
    n += 2
print(f"smallest odd N with max error below 1 meV = {n}")
print(f"its max error = {1e3*max_error(n, t1=t1, t2=t2):.4f} meV")
print(f"k_B T at 300 K = {1e3*const.k*300/const.e:.2f} meV")

# High-precision error at the band edge, straight from the samples
mp.mp.dps = 80
a1, a2 = mp.mpf("2.9"), mp.mpf("2.2")


def edge_error(n):
    total = mp.mpf(0)
    for j in range(n):
        k = 2 * mp.pi * j / n
        energy = mp.sqrt(a1**2 + a2**2 + 2 * a1 * a2 * mp.cos(k))
        half = (mp.pi - k) / 2
        total += energy * mp.sin(n * half) / mp.sin(half)
    return total / n - abs(a1 - a2)


def edge_asymptote(n):
    q, m = a2 / a1, n // 2
    return (2 * a1 / mp.sqrt(mp.pi) * mp.sqrt((1 + q) / (1 - q))
            * q ** (m + 1) / mp.mpf(m + 1) ** 1.5)


e1, e2 = edge_error(401), edge_error(801)
ratio1 = float(e1 / edge_asymptote(401))
ratio2 = float(e2 / edge_asymptote(801))
assert abs(ratio2 - 1) < 0.02 and abs(ratio2 - 1) < abs(ratio1 - 1)
raw_rate = float(mp.log(e1 / e2)) / 400
rate = float(mp.log(e1 * mp.mpf(201)**1.5 / (e2 * mp.mpf(401)**1.5))) / 400
assert abs(rate - log_ratio / 2) < 1e-4
print(f"edge error N=401: {mp.nstr(e1, 5)} eV; N=801: {mp.nstr(e2, 5)} eV")
print(f"edge error/asymptote: {ratio1:.5f} (401), {ratio2:.5f} (801)")
print(f"rate per k-point, raw = {raw_rate:.5f}")
print(f"rate per k-point, power removed = {rate:.5f}")
print(f"rate per unit M, power removed = {2*rate:.5f}")

# Mean of the band over the grid
mean_error = {}
for n in (21, 41):
    mean_error[n] = upper_band(grid(n), t1, t2).mean() \
        - upper_band(DENSE, t1, t2).mean()
    assert abs(mean_error[n] / (2 * c[n]) - 1) < 2e-3
    print(f"grid-mean error N={n}: {1e3*mean_error[n]:.4e} meV")
mean_rate = np.log(mean_error[21] * 21**1.5
                   / (mean_error[41] * 41**1.5)) / 20
assert abs(mean_rate - log_ratio) < 0.003
print(f"grid-mean rate per k-point, power removed = {mean_rate:.4f}")

# Closed gap: algebraic convergence
edge = np.array([np.pi])
gapless = [interpolate(upper_band(grid(n), 2.5, 2.5), edge).real[0]
           for n in (101, 201)]
power = np.log(gapless[0] / gapless[1]) / np.log(201 / 101)
assert abs(power - 1) < 0.01
print(f"equal hoppings 2.5 eV: edge error N=101: {1e3*gapless[0]:.3f} meV")
print(f"equal hoppings: N=201: {1e3*gapless[1]:.3f} meV; power = {power:.4f}")

# Interpolating the two-band matrix needs only three k-points
f3 = interpolate(off_diagonal(grid(3), t1, t2), FINE)
matrix_error = np.max(np.abs(np.abs(f3) - exact))
assert matrix_error < 1e-12
print(f"two-band matrix, N=3: error below 1e-12 eV = {matrix_error < 1e-12}")

# Sizes of neglected terms, with rough trial strengths
trial, overlap = 0.1, 0.1
base = max_error(41, t1=t1, t2=t2)
same = max_error(41, t1=t1, t2=t2, t_same=trial)
assert abs(same - base) < 1e-12
print(f"N=41 error, plain chain = {1e3*base:.5f} meV")
print(f"same-sublattice hopping {trial} eV: error = {1e3*same:.5f} meV")
for t3 in (trial, -trial):
    roots = np.roots([t3, t2, t1, t3])
    root_rate = np.min(np.abs(np.log(np.abs(roots))))
    fit = fitted_rate(upper_band(DENSE, t1, t2, t3=t3))
    assert abs(fit - root_rate) < 0.003
    err = max_error(41, t1=t1, t2=t2, t3=t3)
    print(f"third-neighbour hopping {t3} eV: rate per M = {root_rate:.4f}, "
          f"fit {fit:.4f}, error = {1e3*err:.5f} meV")
fit = fitted_rate(upper_band(DENSE, t1, t2, overlap=overlap))
assert abs(fit - log_ratio) < 0.003
err = max_error(41, t1=t1, t2=t2, overlap=overlap)
print(f"overlap/hopping {overlap} per eV: fitted rate per M = {fit:.4f}, "
      f"error = {1e3*err:.5f} meV")
print("tests ok")
```

Output:

```
hoppings t1, t2 = 2.9, 2.2 eV; cell = 0.25 nm
ratio r = 0.75862; gap = 1.400 eV
|ln(t1/t2)| = 0.27625; half of it = 0.13813
largest velocity = 8.3560e+05 m/s
c_1 = 1013.77 meV
c_2 = -175.143 meV
c_5 = 14.9714 meV
c_10 = -1.20226 meV
c_20 = -0.025339 meV
N, M, lower bound, max error, upper bound (meV), velocity error (m/s)
11, 5, 8.367, 86.06, 87.04, 1.531e+05
21, 10, 0.7827, 9.57, 9.576, 3.452e+04
41, 20, 0.01781, 0.2462, 0.2462, 1833
81, 40, 2.528e-05, 0.0003783, 0.0003783, 5.733
smallest odd N with max error below 1 meV = 33
its max error = 0.9993 meV
k_B T at 300 K = 25.85 meV
edge error N=401: 2.3406e-27 eV; N=801: 8.4672e-52 eV
edge error/asymptote: 0.98419 (401), 0.99190 (801)
rate per k-point, raw = 0.14070
rate per k-point, power removed = 0.13811
rate per unit M, power removed = 0.27621
grid-mean error N=21: 3.5592e-02 meV
grid-mean error N=41: 5.0559e-05 meV
grid-mean rate per k-point, power removed = 0.2777
equal hoppings 2.5 eV: edge error N=101: 49.505 meV
equal hoppings: N=201: 24.876 meV; power = 1.0000
two-band matrix, N=3: error below 1e-12 eV = True
N=41 error, plain chain = 0.24616 meV
same-sublattice hopping 0.1 eV: error = 0.24616 meV
third-neighbour hopping 0.1 eV: rate per M = 0.3151, fit 0.3157, error = 0.09199 meV
third-neighbour hopping -0.1 eV: rate per M = 0.2463, fit 0.2471, error = 0.53377 meV
overlap/hopping 0.1 per eV: fitted rate per M = 0.2769, error = 0.24545 meV
tests ok
```
